# Nyquist dephasing of time-reversed paths in wires and films

## Two cooling factors from one material

Take a film 50 nm thick with sheet resistance 100 Ω and diffusivity 50 cm²/s, and cut from it a strip 100 nm wide. Let the thermal electric field inside the metal be the one source of dephasing. Cooling from 2 K to 0.25 K, a factor of 8, lowers the calculated dephasing rate of the film from 3.07 to 0.383 ns⁻¹, again a factor of 8. In the strip the leading classical estimate falls from 27.3 to 6.82 ns⁻¹, a factor of 4, which is $8^{2/3}$; the thermal cutoff discussed below raises this factor to about 4.5. At 1 K the strip dephases several times faster than the film.

The material and the noise are the same. What differs is how the noise voltage between two points grows with their distance.

## The thermal field

Let $\phi(\mathbf r,t)$ be the fluctuating electric potential in a conductor of dimension $d$ and volume $V$ (length for $d=1$, area for $d=2$). Let $\sigma_d$ be the matching conductivity: $\sigma_1$ is bulk conductivity times cross-section, and $\sigma_2=1/R_\square$. Write $\phi=\sum_q\phi_q e^{i\mathbf q\cdot\mathbf r}$ and let $C_q$ be the capacitance per unit volume of mode $q$, so that its charge density is $\rho_q=C_q\phi_q$.

The energy is $\tfrac12 V\sum_q C_q|\phi_q|^2$. Equipartition gives each term $\tfrac12k_BT$, hence
$$\langle|\phi_q|^2\rangle=\frac{k_BT}{VC_q}.$$
Charge conservation and Ohm's law give $\dot\rho_q=-\sigma_dq^2\phi_q$, so a fluctuation decays at the rate $\Gamma_q=\sigma_dq^2/C_q$. The time-integrated correlation is
$$\int_{-\infty}^{\infty}\!dt\,\langle\phi_q(t)\phi_q^*(0)\rangle=\frac{k_BT}{VC_q}\,\frac{2}{\Gamma_q}=\frac{2k_BT}{V\sigma_dq^2}.$$
The capacitance has cancelled. Good screening means $\Gamma_q\gg Dq^2$: the field forgets itself before an electron diffuses one wavelength. The correlation then acts as a delta function in time:
$$\langle\phi(\mathbf r,t)\phi(\mathbf r',t')\rangle=\delta(t-t')\,\frac{2k_BT}{\sigma_d}\int\!\frac{d^dq}{(2\pi)^d}\,\frac{e^{i\mathbf q\cdot(\mathbf r-\mathbf r')}}{q^2}.\tag{1}$$
The ratio $Dq^2/\Gamma_q=DC_q/\sigma_d$ is about $5\times10^{-5}$ in the example film at the shortest thermal wavelength, and of order $10^{-4}$ in the wire, both with vacuum capacitances. These values of $\Gamma_q$ far exceed the electrons' momentum relaxation rate (about $2\times10^{12}$ s⁻¹ for the one-band inputs used below), so the charge modes are in fact damped plasma oscillations and do not simply relax at $\Gamma_q$. Equation (1) is unharmed, because it uses only the low-frequency noise: with a Drude conductivity the spectrum at $\omega=k_BT/\hbar$ and 1 K differs from the white value by about $10^{-4}$ or less.

Equation (1) is classical. Quantum fluctuation–dissipation replaces $2k_BT$ by $\hbar\omega\coth(\hbar\omega/2k_BT)$, which returns to $2k_BT$ when $\hbar\omega\ll k_BT$. An electron samples frequencies of order $Dq^2$, so these are the ones that must be low.

For the potential difference between two points, (1) gives the noise $2k_BT\,R_{12}$, where
$$R_{12}=\frac{2}{\sigma_d}\int\!\frac{d^dq}{(2\pi)^d}\,\frac{1-\cos\mathbf q\cdot(\mathbf r_1-\mathbf r_2)}{q^2}\tag{2}$$
is the resistance between them. A test on a random network of eight capacitively loaded nodes, with equipartition and relaxation on one side and injected current on the other, gave a ratio of 1.000000.

## The phase between a path and its reverse

Let an electron of charge $-e$ follow a closed diffusive path $\mathbf r(s)$, $0\le s\le t$. Its partner wave follows $\mathbf r(t-s)$. Without a magnetic field or time-dependent fields the two waves return in phase, apart from spin effects treated below, and their interference changes the return probability and so the conductance.

The potential energy $-e\phi$ adds the phase $-\hbar^{-1}\int(-e\phi)\,ds$. The difference between the two waves is
$$\Phi=\frac e\hbar\int_0^t\!ds\,\big[\phi(\mathbf r(s),s)-\phi(\mathbf r(t-s),s)\big].$$
For a static potential, the substitution $s\to t-s$ in the second term makes it equal to the first, and $\Phi=0$. Dephasing needs a field that changes while the electron is on the loop.

Set $\mathbf R(s)=\mathbf r(s)-\mathbf r(t-s)$. In $\langle\Phi^2\rangle$ the delta function leaves equal times. The two squared terms give $2C(0)$ and the two cross terms $-2C(\mathbf R)$, where $C$ is the coefficient of $\delta(t-t')$ in (1). Therefore
$$\tfrac12\langle\Phi^2\rangle=\frac{2e^2k_BT}{\hbar^2\sigma_d}\int_0^t\!ds\int\!\frac{d^dq}{(2\pi)^d}\,\frac{1-\cos\mathbf q\cdot\mathbf R(s)}{q^2}=\frac{e^2k_BT}{\hbar^2}\int_0^t\!R_{12}(s)\,ds.\tag{3}$$
The noise is Gaussian, so $\langle e^{i\Phi}\rangle=e^{-\langle\Phi^2\rangle/2}$. Wavelengths much longer than $|\mathbf R|$ shift both phases equally and do no harm.

As a test, noise was simulated along one lattice loop of 64 steps and its reverse. The mean of $\cos\Phi$ was 0.492, against 0.497 from (3).

## The wire: reduction to one random walk

For $d=1$ define $I(x)=\int\frac{dq}{2\pi}\frac{1-\cos qx}{q^2}$. Then $I''(x)=\int\frac{dq}{2\pi}\cos qx=\delta(x)$. Since $I$ is even and $I(0)=0$, $I=|x|/2$. Equation (3) becomes
$$\tfrac12\langle\Phi^2\rangle=\kappa\int_0^t|R(s)|\,ds,\qquad \kappa=\frac{e^2k_BT}{\hbar^2\sigma_1}.\tag{4}$$
The integral converges at large $q$, so no cutoff is needed at leading order.

Now average over loops. A closed random walk of diffusivity $D$ has, for $a\le b$, the covariance $\langle r(a)r(b)\rangle=2Da(t-b)/t$, measured from its starting point. For $s\le s'\le t/2$ the four products in $\langle R(s)R(s')\rangle$ give
$$\frac{2D}{t}\big[s(t-s')-ss'-ss'+s(t-s')\big]=4Ds\Big(1-\frac{2s'}{t}\Big).\tag{5}$$
Since $|R(t-s)|=|R(s)|$, the exponent is $2\kappa\int_0^{t/2}|R|\,ds$. Put $u=2s$ and $x(u)=R(u/2)$. The exponent becomes $\kappa\int_0^t|x(u)|\,du$, and (5) becomes $2Du(1-u'/t)$. This is the covariance of a closed walk with diffusivity $D$ and duration $t$.

In a short time the ensemble of such walks spreads by diffusion, and its weight is multiplied by $1-\kappa|x|\,du$. The weighted density $K(x,t)$ therefore obeys
$$\partial_tK=D\,\partial_x^2K-\kappa|x|K,\qquad K(x,0)=\delta(x),\tag{6}$$
and $K(0,t)$ is the free return density $1/\sqrt{4\pi Dt}$ times the loop-averaged damping.

## The wire: the two-thirds law

Equation (6) contains one length and one time:
$$L_N=\Big(\frac D\kappa\Big)^{1/3},\qquad \tau_N=\frac{L_N^2}{D},\qquad \frac1{\tau_N}=\big(\kappa\sqrt D\big)^{2/3}=\left(\frac{e^2k_BT\sqrt D}{\hbar^2\sigma_1}\right)^{2/3}.\tag{7}$$
This is the $T^{2/3}$ law, at fixed $D$ and $\sigma_1$. Its origin is self-consistency. In a time $t$ the two waves separate by about $\sqrt{Dt}$, so the exponent is of order $\kappa\sqrt D\,t^{3/2}$, and setting it to one gives $t\propto T^{-2/3}$. Cooling weakens the noise but lets longer loops survive, and on those the waves are farther apart.

The interference correction to conductance is proportional to the sum over loop durations. Include another damping rate $\Gamma$, for example from a magnetic field or another scattering process, and let $G(x)=\int_0^\infty e^{-\Gamma t}K(x,t)\,dt$. Integrating (6) over time gives
$$DG''-(\kappa|x|+\Gamma)G=-\delta(x).$$
For $x>0$ use $z=x/L_N+\Gamma\tau_N$. Since $D/L_N^2=\kappa L_N=1/\tau_N$, the equation becomes $G_{zz}=zG$. The decaying solution is $G=A\,\mathrm{Ai}(z)$. The delta function requires $2DG'(0^+)=-1$, so $A=-L_N/[2D\,\mathrm{Ai}'(\Gamma\tau_N)]$ and
$$L_{\rm eff}\equiv2DG(0)=-L_N\,\frac{\mathrm{Ai}(\Gamma\tau_N)}{\mathrm{Ai}'(\Gamma\tau_N)}.\tag{8}$$
The name is justified by simple damping: with $\kappa=0$ the same equation gives $2DG(0)=\sqrt{D/\Gamma}$. An effective rate is thus $D/L_{\rm eff}^2$. With Nyquist noise alone, $L_{\rm eff}=1.372\,L_N$ and the rate is $0.53/\tau_N$. Wire rates defined in these two ways differ by almost a factor of two although they describe the same loops.

Solving the differential equation by finite differences for two noise strengths a factor of 8 apart gave the exponent 0.66666.

**Decay in time.** The even eigenfunctions of (6) are $\mathrm{Ai}(|x|/L_N-a_n)$ with $\mathrm{Ai}'(-a_n)=0$, and they decay at rates $a_n/\tau_N$. Because $z\,\mathrm{Ai}^2-\mathrm{Ai}'^2$ has derivative $\mathrm{Ai}^2$, the squared norm is $2L_Na_n\mathrm{Ai}^2(-a_n)$. Hence
$$K(0,t)=\sum_n\frac{e^{-a_nt/\tau_N}}{2L_Na_n}.$$
The slowest rate is $1.019/\tau_N$. At $t=1.5\,\tau_N$ this sum gives a damping factor of 0.4677. A test with 20,000 sampled loops, using $|r(s)-r(t-s)|$ directly, gave 0.4700.

**When another process dominates.** Let $f=-\mathrm{Ai}'/\mathrm{Ai}$. The Airy equation gives $f'=f^2-z$. For large $z$, $f\simeq\sqrt z$, so $f^2\simeq z+1/(2\sqrt z)$. With $z=\Gamma\tau_N$,
$$\frac{D}{L_{\rm eff}^2}=\frac{f^2}{\tau_N}\simeq\Gamma+\frac{1}{2\sqrt\Gamma\,\tau_N^{3/2}}=\Gamma+\frac{\kappa\sqrt D}{2\sqrt\Gamma}.$$
At fixed $\Gamma$ the Nyquist part is now linear in $T$, because the other process sets the loop duration. This needs $1/\tau_N\ll\Gamma\ll k_BT/\hbar$, so that the noise stays classical over these shorter loops. The example wire leaves almost no such window: at 1 K and $\Gamma=60$ ns⁻¹ the thermal cutoff introduced below lowers the Nyquist part from 4.3 to 1.7 ns⁻¹ and raises its local exponent to about 1.3. The power 2/3 belongs to wires in which Nyquist noise itself ends the coherence.

## The small parameter of the wire

From $1/\tau_N=\kappa L_N$,
$$\frac{\hbar}{k_BT\tau_N}=\frac{e^2L_N}{\hbar\sigma_1}.\tag{9}$$
The left side must be small for classical noise. The right side is the resistance of a coherent segment in units of $\hbar/e^2$. With the Einstein relation $\sigma_1=e^2\nu_1D$, where $\nu_1$ is the density of states per length, it is also the level spacing $1/(\nu_1L_N)$ divided by the diffusion energy $\hbar D/L_N^2$. When it approaches one, diffusion out of the segment no longer blurs its levels together, and the picture of weakly interfering diffusive paths fails. Both conditions worsen on cooling, as $T^{-1/3}$.

The first correction is larger than (9) suggests. Thermal modes end near $q=1/L_T$, with $L_T=\sqrt{\hbar D/k_BT}$. Removing those beyond a sharp cutoff $Q$ changes $|x|$ in (4) to
$$\frac2\pi\int_0^Q\!dq\,\frac{1-\cos qx}{q^2}\;\simeq\;|x|-\frac{2}{\pi Q}\qquad(Q|x|\gg1),$$
because the missing tail is $\frac2\pi\int_Q^\infty dq/q^2$ up to an oscillating remainder. The relative correction is of order $L_T/L_N=(\hbar/k_BT\tau_N)^{1/2}$, which fades only as $T^{-1/6}$ on warming.

## The film: a logarithm in place of a length

For $d=2$ the resistance (2) grows as $\ln r/(\pi\sigma_2)$. On a square lattice of unit sheet conductance, the rise between separations of 8 and 32 spacings was 0.4412, against $\ln4/\pi=0.4413$. The exponent is then nearly proportional to $t$, which is why the power of $T$ is close to one.

The integral in (3) now needs an upper limit. Modes with $\hbar\omega>k_BT$ are not thermally excited, and a degenerate electron near the Fermi level has few empty states into which it could fall by emitting such a quantum. With $\omega\sim Dq^2$, take
$$Q^2=\frac{c\,k_BT}{\hbar D},$$
where $c$ is of order one. Classical theory does not fix $c$.

By (5), each component of $\mathbf R$ has variance $v=4Ds(1-2s/t)$. With $u=2s/t$, $v/2=Dt\,u(1-u)$. Averaging the cosine over loops gives $e^{-q^2v/2}$, and $d^2q/(2\pi)^2\to q\,dq/2\pi$. Hence
$$\big\langle\tfrac12\langle\Phi^2\rangle\big\rangle_{\rm loops}=\frac{e^2k_BTR_\square}{\pi\hbar^2}\,t\int_0^1\!du\int_0^Q\frac{dq}{q}\Big[1-e^{-q^2Dt\,u(1-u)}\Big].$$
With $a=Dt\,u(1-u)$ and $w=q^2a$, the inner integral is $\frac12\int_0^{Q^2a}\frac{dw}{w}(1-e^{-w})\simeq\frac12[\ln(Q^2a)+\gamma_E]$ for $Q^2a\gg1$, where $\gamma_E=0.577$ is Euler's constant. Next, $\int_0^1\ln[u(1-u)]\,du=-2$. Define $g=2\pi\hbar/(e^2R_\square)$, so that $e^2R_\square/(2\pi\hbar^2)=1/(\hbar g)$. The mean exponent is
$$\frac{k_BT\,t}{\hbar g}\Big[\ln\frac{c\,k_BT\,t}{\hbar}+\gamma_E-2\Big].$$
Define $\tau$ as the time at which it equals one, and let $X=k_BT\tau/\hbar$:
$$X\big[\ln(cX)+\gamma_E-2\big]=g,\qquad\frac1\tau=\frac{k_BT}{\hbar X(g)}.\tag{10}$$
Temperature has disappeared from the equation for $X$. At fixed $R_\square$ and $c$ the film rate is therefore strictly linear in $T$ within this model. The logarithm depends on sheet resistance alone, since the cutoff length and the coherence length both scale as $T^{-1/2}$. The diffusivity drops out of the rate too.

A small departure from the linear law comes from the weak temperature dependence of $R_\square$. The return density $1/(4\pi Dt)$, summed over time and compared with $\hbar\nu_2$, gives a relative conductance change of order $1/g$ per unit of $\ln T$. Let $\Lambda$ be the bracket in (10). Then $d\ln X/d\ln g=\Lambda/(1+\Lambda)$, and a drift of $g$ upward with $T$ by exactly $1/g$ would give an exponent of 0.997 in the example. The weak-localization coefficient itself is $1/(\pi g)$, which gives 0.999; strong spin-orbit coupling reverses and halves it, giving 1.0005. Interaction corrections to $R_\square$, left out here, are of the same order.

## The numbers at 1 K

**Wire.** Here $\sigma_1=(100\ \text{nm})/(100\ \Omega)=1.00\times10^{-9}$ m/Ω and $\kappa=3.19\times10^{16}$ m⁻¹s⁻¹. Then
$$L_N=\left(\frac{5.0\times10^{-3}}{3.19\times10^{16}}\right)^{1/3}\text{m}=539\ \text{nm},\qquad\tau_N=\frac{L_N^2}{D}=58\ \text{ps}.$$
The effective rate is 9.1 ns⁻¹. The parameter (9) is 0.13, but a sharp cutoff at $1/L_T$ lowers the effective rate to 6.5 ns⁻¹, or by 29%. Between 0.25 and 2 K the fitted exponent becomes 0.72 in place of 0.67, because the cutoff removes a larger share of the noise at low temperature. The sharp cutoff is itself a crude choice, so this measures the size of the correction and does not give a refined rate.

**Film.** Here $g=258$. With $c=1$, (10) is met by $X=85.4$, since $85.4\times3.02=258$. This gives $\tau=652$ ps and a coherence length of 1.8 μm. Keeping the full integral over $w$ gives 648 ps. Sampled two-dimensional loops lasting 652 ps had a mean exponent of 1.009 and a mean damping of 0.372, close to $e^{-1.009}=0.365$; loop-to-loop variation matters little here. Taking $c=0.5$ or $2$ moves the rate from 1.53 to 1.28 or 1.80 ns⁻¹. This range of $c$ alone shifts the absolute rate by nearly 20% either way, and a full quantum treatment of the noise can shift it further. The linear law is unaffected.

**Wire against film.** A fair comparison needs one definition. The film rate is set by the mean exponent reaching one. In the wire, $x(u)$ has variance $2Du(1-u/t)$, so the mean of $|x|$ is $2\sqrt{Du(1-u/t)/\pi}$ and the mean exponent is $(\sqrt\pi/4)\,\kappa\sqrt D\,t^{3/2}$. Setting it to one gives the rate $(\sqrt\pi/4)^{2/3}/\tau_N=0.58/\tau_N$, or 10 ns⁻¹, about 6.5 times the film rate. This ratio is a classical estimate with $c=1$. A quantum treatment of the noise lowers the wire rate and raises the film rate, which can bring the ratio down to about 4. By (3), each rate is $e^2k_BT/\hbar^2$ times a resistance. For the wire this is $0.58\,L_N/\sigma_1\approx313\ \Omega$. For the film it is $R_\square\Lambda/2\pi=48\ \Omega$. Confining the electron to a strip raises the resistance, and so the noise voltage, between the two waves.

## Bismuth as the real case

The inputs are rough values meant for an evaporated bismuth film. Bismuth has strong spin-orbit coupling. If a loop rotates the spin by an operator $U$, the reversed loop applies $U^{-1}$, and the interference carries $\tfrac12\mathrm{Tr}\,U^2=\cos\alpha$, with $\alpha$ the rotation angle. Over fully random rotations the weight is $\sin^2(\alpha/2)/\pi$ on $0<\alpha<2\pi$, and the mean is $-\tfrac12$. The interference correction changes sign. The scalar potential gives both spin states the same phase, so (7) and (10) stand.

For a single parabolic band the density of states is $3n/(2E_F)$, and the Einstein relation then gives the carrier density $n=\tfrac23E_F\sigma/(e^2D)$, with $\sigma$ the bulk conductivity. With $E_F=0.03$ eV and the film's $\sigma$ and $D$ this is $5\times10^{18}$ per cm³, far above the few times $10^{17}$ of bulk bismuth. The mismatch warns against taking the rough inputs and the one-band description literally: bismuth has electrons and holes with anisotropic masses. Doubling $D$ at fixed $\sigma_1$ raises the leading classical wire rate by 26%, and somewhat less once the thermal cutoff is included; the film rate does not change.

The small Fermi energy also makes ordinary electron–electron collisions matter. The estimate $(k_BT)^2/(\hbar E_F)$, good to order of magnitude, is 0.38 ns⁻¹ at 1 K. That is 4% of the effective wire rate but 25% of the film rate, and it would equal the film rate near 4 K. Adding it to the film rate gives a local exponent of $(1+2\times0.245)/1.245\approx1.2$ at 1 K. Plain addition slightly overstates this, because the collisions shorten the loops and so lower the logarithm; including them in the condition (10) raises the rate by 19% and gives an exponent of 1.16. A clean linear law in such a film would need temperatures well below 1 K. A similarly rough phonon estimate, $(k_BT/\hbar)(T/120\ \text{K})^2$ with 120 K as the Debye temperature, is 0.6% of the film rate at 1 K. It leaves out the strength of the coupling, so it does not show that phonons are negligible. An unscreened deformation-potential estimate with the one-band inputs and a sound speed of 2 km/s gives about 1% of the film rate at 1 K for a potential of 1 eV and about 20% for 5 eV. This share grows as $T^2$, so for 5 eV it is near 90% at 2 K.

At 1 K the strip width is 0.19 of $L_N$, and the thickness is 0.26 of $L_T$, so for diffusion the strip counts as one-dimensional and the film as two-dimensional. This treats the film as a thin slab of bulk metal. At the carrier density of bulk bismuth the mean electron Fermi wavelength is about 40 nm, comparable to the thickness, so motion across a crystalline film of 50 nm would be quantized into one or a few electron subbands. The inputs imply a sheet density of $2.5\times10^{13}$ cm⁻², against about $1.5\times10^{12}$ cm⁻² from bulk carriers, so in a real film the extra carriers would have to come from defects or surface states. The assumption of diffusion is less secure. Taken literally, the one-band inputs imply a mean free path $3D/v_F$ of about 90 nm, where $v_F$ is the Fermi velocity. That is below $L_T$ and $L_N$, but it exceeds the film thickness and is close to the strip width. Surface scattering would then help to set $D$, and cutting the strip could change it. The remaining values at each temperature are in the numerical output below.

## Calculated quantities

```
TESTS
network noise / (2 kT R): 1.000000
lattice resistance rise, r = 8 to 32: 0.4412; ln4/pi: 0.4413
coherence, simulated noise: 0.492; formula: 0.497
wire loops at t = 1.5 tau_N: Monte Carlo 0.4700; Airy 0.4677
wire exponent from finite differences: 0.66666
film exponent from quadrature: 1.00000
film loops at t = tau: mean exponent 1.009; mean damping 0.372
exp(-mean exponent) for film loops: 0.365
INPUTS (rough, bismuth film regime)
thickness 50 nm; wire width 100 nm
sheet resistance 100 ohm; D 50 cm2/s
Fermi energy 0.030 eV; Debye temperature 120 K
implied carrier density 5.0e+18 cm^-3
sigma1 1.00e-09 m/ohm; g 258.1
WIRE
kappa at 1 K: 3.187e+16 1/(m s)
L_eff/L_N = -Ai(0)/Ai'(0): 1.3717; rate factor 0.5315
slowest decay rate times tau_N: 1.0188
T 0.25 K: L_N 856 nm, tau_N 146.6 ps, 1/tau_N 6.82 1/ns
   L_T 391 nm, hbar/(kT tau_N) 0.208, eff. rate 3.63, with cutoff 2.37 1/ns
T 0.50 K: L_N 680 nm, tau_N 92.4 ps, 1/tau_N 10.83 1/ns
   L_T 276 nm, hbar/(kT tau_N) 0.165, eff. rate 5.75, with cutoff 3.92 1/ns
T 1.00 K: L_N 539 nm, tau_N 58.2 ps, 1/tau_N 17.19 1/ns
   L_T 195 nm, hbar/(kT tau_N) 0.131, eff. rate 9.13, with cutoff 6.46 1/ns
T 2.00 K: L_N 428 nm, tau_N 36.7 ps, 1/tau_N 27.28 1/ns
   L_T 138 nm, hbar/(kT tau_N) 0.104, eff. rate 14.50, with cutoff 10.63 1/ns
wire exponent 0.25-2 K with thermal cutoff: 0.722
FILM
X = kT tau/hbar: 85.36; log factor 3.024
T 0.25 K: tau 2608 ps, rate 0.383 1/ns, length 3611 nm
T 0.50 K: tau 1304 ps, rate 0.767 1/ns, length 2553 nm
T 1.00 K: tau 652 ps, rate 1.534 1/ns, length 1806 nm
T 2.00 K: tau 326 ps, rate 3.068 1/ns, length 1277 nm
quadrature tau at 1 K: 648 ps
cutoff c = 0.5: rate at 1 K 1.276 1/ns
cutoff c = 2.0: rate at 1 K 1.803 1/ns
film exponent if R drifts by 1/g per unit ln T: 0.9971
NEGLECTED EFFECTS AT 1 K
kT/E_F: 0.0029
ordinary e-e collisions (rough): 0.376 1/ns
   relative to film rate 0.245; to wire eff. rate 0.041
   equal to film rate at about 4.1 K
phonons (rough): 0.0091 1/ns; relative to film 0.0059
width/L_N: 0.185; thickness/L_T: 0.256
screening lag, film at q = 1/L_T: 4.5e-05
screening lag, wire (capacitance 2 pi eps0): 2.8e-04
wire rate factor if D doubles at fixed sigma1: 1.260
```
